Poole-Frenkel lowering of the escape barrier of a charged trap

**Problem**

A trap in an insulator can hold one electron. When empty it carries the charge +e, so an electron that leaves it is pulled back by a Coulomb force. The medium has relative permittivity ε = 4, and the field inside it has magnitude F = 1.0×10⁸ V/m. By how much does the field lower the energy the electron needs to escape?

Gaussian units are used, with e > 0, so the electron has charge −e. The z axis points along the force that the field exerts on the electron, which is opposite to the electric field. This direction is called downfield. The medium is treated as a uniform continuum, the trap is isolated, and the electron must pass over the barrier classically, without tunnelling.

**A first estimate by scaling**

Two quantities describe the forces on the electron. The Coulomb attraction is set by e²/ε, an energy times a length. The applied force is eF, an energy divided by a length. Planck's constant and the electron mass do not enter, because the height of a classical barrier depends on the potential energy alone.

Try a lowering of the form (e²/ε)^a (eF)^b. To be an energy it must contain one power of energy and no power of length:

a + b = 1,  a − b = 0.

Hence a = b = 1/2, and the lowering is

Δ = C (e³F/ε)^(1/2),

where C is a pure number that dimensions cannot supply. In the same way, the only length that can be formed is (e/(εF))^(1/2).

For numbers, e = 4.8032×10⁻¹⁰ statC. One statvolt per centimetre is 29979 V/m, so F = 3335.6 statV/cm. Then

e³F/ε = (4.8032×10⁻¹⁰)³ × 3335.6 / 4 = 9.241×10⁻²⁶ erg²,

and its square root is 3.040×10⁻¹³ erg. With 1 eV = 1.6022×10⁻¹² erg, setting C = 1 gives the estimate 0.19 eV.

**Exact solution of the model**

Measure energy from the band edge at the trap in zero field. The electron's potential energy is

U = −e²/(εr) − eFz.

The first term is the attraction between −e and +e, weakened by the medium. The second gives the force −dU/dz = +eF, as required. There is no further division by ε in this term, because F is already the field inside the medium.

On the downfield axis z = r, so

U(r) = −e²/(εr) − eFr,

dU/dr = e²/(εr²) − eF.

The derivative vanishes where the two forces balance:

e²/(εr₀²) = eF,  so  r₀ = (e/(εF))^(1/2).

The second derivative along the axis, −2e²/(εr³), is negative at every r, so this is the single maximum on the axis. The two energies there are

−e²/(εr₀) = −(e²/ε)(εF/e)^(1/2) = −(e³F/ε)^(1/2),

−eFr₀ = −eF (e/(εF))^(1/2) = −(e³F/ε)^(1/2).

They are equal, and their sum is U(r₀) = −Δ with

Δ = 2 (e³F/ε)^(1/2).

It remains to show that no sideways route has a lower pass. Any path from the trap to a distant point must cross the sphere r = r₀. If θ is the angle from the z axis at the crossing, the energy there is

U = −e²/(εr₀) − eFr₀ cos θ ≥ −e²/(εr₀) − eFr₀ = −Δ,

because cos θ ≤ 1. So every escape path reaches at least −Δ somewhere. The path along the axis reaches −Δ and no higher, so it is a best route. The point at r₀ is a saddle: a maximum along the axis and a minimum across it.

The numbers follow from the square root already found:

Δ = 2 × 3.040×10⁻¹³ erg = 6.080×10⁻¹³ erg = 0.38 eV,

r₀ = [4.8032×10⁻¹⁰ / (4 × 3335.6)]^(1/2) cm = 1.897×10⁻⁷ cm = 1.9 nm.

**Comparison of the two results**

The scaling estimate has the right dependence on field and permittivity, but it is half the solution of the model. The missing factor has a simple origin. At the saddle the Coulomb energy is −0.19 eV and the field energy is also −0.19 eV. The estimate is the size of one of these terms, while the barrier is lowered by both. For the saddle distance, the scaling length happens to be the full answer.

The factor of two matters because thermal escape depends exponentially on the barrier. At T = 300 K the thermal energy k_BT is 0.02585 eV. The Boltzmann factor for reaching the pass grows by

exp(Δ/k_BT) = exp(0.3795/0.02585) = exp(14.68) = 2.4×10⁶.

With the scaling estimate the exponent would be 7.34 and the gain only about 1.5×10³.

For a trap whose zero-field depth is chosen as 1.0 eV, the remaining barrier is 1.00 − 0.38 = 0.62 eV. This takes the bound level as fixed. If the level has no shift linear in the field, its shift can be estimated as follows. The Coulomb energy equals −1 eV at r = 0.36 nm, which indicates the size of the bound state. The field energy over that distance is 0.036 eV, and a second-order shift is of order (0.036 eV)²/(1 eV), or about 0.001 eV. That is negligible here.

**Other directions of escape**

The value 0.38 eV belongs to the lowest pass. Along a straight ray at angle θ < 90° from the z axis, z = r cos θ, so F is replaced by F cos θ in the axial calculation. The lowering along that ray is

Δ(θ) = Δ (cos θ)^(1/2).

A simple estimate of the directional effect assumes that electrons leave along straight rays, equally in all directions, with an unchanged prefactor. It also keeps the zero-field barrier for the upfield half. Write b = Δ/k_BT and u = cos θ. A band of directions du occupies the fraction du/2 of the full solid angle, so the mean gain is

G = 1/2 + (1/2) ∫₀¹ exp(b u^(1/2)) du.

Put u = s², du = 2s ds, and integrate by parts:

G = 1/2 + ∫₀¹ s exp(bs) ds = 1/2 + [(b − 1) exp(b) + 1]/b².

For b = 14.68 the factor (b − 1)/b² is 0.063, so G is about 1.5×10⁵. This is some sixteen times smaller than the gain along the axis. The lowest pass is unchanged, but only directions close to the z axis have nearly the full lowering. G is an estimate within the ray model and not a calculated emission rate. Its weakest assumption is the unchanged prefactor. The outward thermal flux through a sphere of radius r is proportional to r² ∫ exp(−U/k_BT) dΩ. In zero field this equals 4πr² exp(r_c/r), with r_c = e²/(εk_BT) = 13.9 nm. It is smallest at r = r_c/2 = 7.0 nm, where it is π r_c² exp(2) = 4.5×10³ nm². In the field, on the sphere r = r₀, it is 4πr₀² exp(b/2) sinh(b/2)/(b/2) ≈ 4πr₀² exp(b)/b = 7.3×10⁶ nm². The ratio of the two is about 1.6×10³, some hundred times below G, because the field narrows the exit from a large sphere to a small patch around the saddle. Both fluxes ignore electrons that cross the sphere and return, so this ratio is also only an estimate, but it shows that the prefactor can change the gain by orders of magnitude.

**The charge of the empty trap**

If the empty trap carries +Ze, the Coulomb term becomes −Ze²/(εr). Replacing e²/ε by Ze²/ε throughout multiplies the lowering by Z^(1/2). For Z = 2 it would be 0.54 eV at the same field and permittivity.

A trap that is neutral when empty behaves differently. Model it as a short-range well of radius a, with no force from the trap outside it. In the field, the lowest point on its rim is the downfield one, at energy −eFa, and beyond it the energy falls further. The lowering is therefore

Δ_neutral = eFa,

which is linear in F. Here eF = 0.10 eV/nm, so a chosen radius of 0.3 nm gives 0.03 eV, less than a tenth of the value for the charged trap. The statement that the trap is charged when empty is thus essential to the problem.

**Weak and strong fields**

Since Δ varies as F^(1/2), a quarter of the field gives half the lowering, 0.19 eV. The lowering falls to k_BT at 300 K when

F = (0.02585/0.3795)² × 10⁸ V/m ≈ 4.6×10⁵ V/m.

Below this field the Boltzmann factor changes by less than a factor e. The saddle has by then moved out to 28 nm, since r₀ varies as F^(−1/2), and the trap counts as isolated only if other charges are much farther away than that.

At the other end, the lowering equals the chosen depth of 1.0 eV when

F = (1.0/0.3795)² × 10⁸ V/m ≈ 6.9×10⁸ V/m.

If the bound level is still taken as fixed, the classical barrier then vanishes, and a description by thermal activation has lost its meaning. This field marks only the end of the model. The saddle is then at 0.72 nm, twice the size of the bound state, where a continuum permittivity is doubtful, and the field is close to the breakdown field of films such as silicon nitride, of order 10⁹ V/m. Tunnelling, which is omitted here, matters well before that point. It can safely be neglected when k_BT is much larger than ħω/2π, where ω = [2e²/(εmr₀³)]^(1/2) is set by the curvature of the barrier at its top. At 10⁸ V/m, an effective mass m of half the free-electron mass gives ħω/2π = 0.020 eV, close to k_BT at 300 K. The lowering Δ is still the drop of the classical barrier, but the actual escape rate is then noticeably larger than the classical one.

**Reading the result for a real insulator**

A field of 10⁸ V/m, or 1 MV/cm, is high but is applied to thin insulating films. The less certain input is the permittivity. Take an effective mass of half the free-electron mass and an energy k_BT above the pass at 300 K. Integrating dr/v along the axis, with the speed v from energy conservation, gives about 7 fs for the way from 0.36 nm to the saddle. The main polar lattice vibrations of silicon nitride, for example, have periods of roughly 40 to 70 fs, so the lattice can respond only in part during the escape. The electronic (optical) permittivity is the usual choice, but the value that applies may lie between it and the static one. In silicon nitride the two are roughly 4 and 7. Using 7 at the same field would multiply the lowering by (4/7)^(1/2) = 0.76 and give 0.29 eV. At 300 K the gain in the Boltzmann factor would then be smaller by a factor of about 36.

Real films also contain many traps, which breaks the assumption of isolation. Suppose a second empty trap of charge +e lies 10 nm downfield. It lowers the energy at the original saddle by e²/(ε × 8.1 nm) = 0.044 eV, and the level of the first trap by e²/(ε × 10 nm) = 0.036 eV. The barrier seen from the level changes by the difference, so it drops by a further 0.008 eV, about 2% of Δ. In this example the choice of permittivity matters far more than the neighbour, but the neighbour's effect grows quickly as it comes closer: with the pass located anew, the extra drop is 0.04 eV at 5 nm and 0.12 eV at 3 nm. Closer than about 2.5 nm, the second pass, beyond the neighbour, becomes the higher one, and the extra drop for escape shrinks again.
